\section*{Estimating an escape rate when some pulses end without switching, part 1}

(Sections cited here and not found follow in the second part.)

\section{From single trials to a rate}

Q: I put a magnetic memory cell into its initial state and applied a voltage pulse, twelve times over. Six pulses lasted 4~$\mu$s and six lasted 8~$\mu$s. In six trials the cell switched and I recorded when. In the other six the pulse ended first. I want the escape rate, so I would average the six recorded times and take the reciprocal. Why should that not do?

A: Because the six times were selected for being short. A switch that would have come at 10~$\mu$s cannot appear among them, since no pulse lasted that long. The average of the recorded times is therefore pulled down, and its reciprocal is pulled up. An unswitched pulse does not tell you when the cell would have switched, but it does tell you that the cell survived for the whole pulse. That information has to enter the estimate.

Q: How can I use a time that I did not measure?

A: By asking how probable your complete record is for a given rate, survivals included. That needs a model, and these are its assumptions. Each trial starts in the same initial state. The pulse length $T_i$ of trial $i$ is fixed beforehand, so it is not influenced by what the cell does. The trials are independent. During every pulse the escape rate has the same constant value $\Gamma$, which means that a cell still in its initial state switches in the next short interval $dt$ with probability $\Gamma\,dt$, however long it has already waited. The first switch ends the waiting, and it is detected.

Q: A constant rate sounds like a constant number of switches per microsecond. Yet fewer cells are left to switch as time goes on.

A: The rate refers to cells that are still waiting. Let $S(t)$ be the probability that a cell has not switched by time $t$. To be unswitched at $t+dt$, it must be unswitched at $t$ and then survive the next interval:
\begin{equation}
S(t+dt)=S(t)\,(1-\Gamma\,dt).
\end{equation}
Subtracting $S(t)$, dividing by $dt$ and letting $dt$ go to zero gives
\begin{equation}
\frac{dS}{dt}=-\Gamma S,\qquad S(0)=1,
\qquad\text{so}\qquad S(t)=e^{-\Gamma t}.
\end{equation}
The probability of a first switch between $t$ and $t+dt$ is the probability of surviving to $t$ times the probability of switching next, $\Gamma e^{-\Gamma t}dt$. The number of switches per microsecond falls with time because $S$ falls, while $\Gamma$ stays the same.

Q: Then a switched trial gives a probability density and an unswitched trial gives a probability. Their units differ. May I multiply them?

A: Yes, if you remember what the density stands for. A clock has a finite resolution $\epsilon$. For $\Gamma\epsilon\ll1$, the probability of recording a switch in the clock interval near $t_i$ is about $\Gamma e^{-\Gamma t_i}\epsilon$. The factor $\epsilon$ does not depend on $\Gamma$, so it cannot affect which $\Gamma$ makes the record most probable, and it may be dropped.

Let $t_i$ be the time spent waiting in trial $i$: the switching time if the cell switched, and $T_i$ if it did not. Let $\delta_i=1$ for a switched trial and $\delta_i=0$ for an unswitched one. Both cases are then contained in
\begin{equation}
L_i(\Gamma)=\Gamma^{\delta_i}e^{-\Gamma t_i}.
\end{equation}
For $\delta_i=1$ this is the density. For $\delta_i=0$ it is $e^{-\Gamma T_i}$, the probability of surviving the pulse.

Q: So the unswitched trial differs by one missing factor of $\Gamma$.

A: That is the difference. Both trials had to survive for a time $t_i$, and one of them then also switched. Because the trials are independent, their factors multiply:
\begin{equation}
L(\Gamma)=\prod_{i=1}^{N}\Gamma^{\delta_i}e^{-\Gamma t_i}
=\Gamma^{k}e^{-\Gamma W},
\qquad k=\sum_{i=1}^{N}\delta_i,\quad W=\sum_{i=1}^{N}t_i .
\label{eq:L}
\end{equation}
Exponents of $\Gamma$ add to the number of switches $k$, and exponents of $e$ add to $-\Gamma W$, where $W$ is the total waiting time. Seen as a function of $\Gamma$ for a fixed record, $L$ is called the likelihood.

Q: Which rate does it favour?

A: Take the logarithm, which has its maximum at the same place as $L$:
\begin{equation}
\ln L=k\ln\Gamma-\Gamma W .
\end{equation}
Suppose first that $k\ge1$. Differentiating and setting the slope to zero gives
\begin{equation}
\frac{d\ln L}{d\Gamma}=\frac{k}{\Gamma}-W=0
\qquad\Longrightarrow\qquad
\hat\Gamma=\frac{k}{W}.
\label{eq:mle}
\end{equation}
The hat marks an estimate from data, as distinct from the true rate $\Gamma$. The second derivative is
\begin{equation}
\frac{d^2\ln L}{d\Gamma^2}=-\frac{k}{\Gamma^2}<0,
\label{eq:curv}
\end{equation}
so $\ln L$ bends downward everywhere and this stationary point is its single maximum. The maximum-likelihood rate is the number of observed switches divided by the total time spent waiting in the initial state.

Q: Does the time after a switch count, if the pulse is still on?

A: No. After the switch the cell is no longer exposed to the risk of leaving its initial state. A cell that switches at 0.95~$\mu$s in a 4~$\mu$s pulse contributes 0.95~$\mu$s to $W$. A cell that does not switch contributes all 4~$\mu$s.

Q: Let me try it on my record. In the 4~$\mu$s pulses, five cells survived and one switched at 0.95~$\mu$s. In the 8~$\mu$s pulses, one survived, and the others switched at 2.95, 0.92, 7.74, 0.46 and 6.76~$\mu$s.

A: The two groups contribute
\begin{align}
W_4&=5(4.00)+0.95=20.95~\mu\mathrm{s},\\
W_8&=2.95+0.92+8.00+7.74+0.46+6.76=26.83~\mu\mathrm{s}.
\end{align}
Thus $W=47.78~\mu$s. There was one switch in the first group and there were five in the second, so $k=6$ and
\begin{equation}
\hat\Gamma=\frac{6}{47.78~\mu\mathrm{s}}=0.126~\mu\mathrm{s}^{-1}.
\end{equation}
Your first proposal would have left out the six survivals, which account for $5(4)+8=28~\mu$s. It would have given $6/19.78=0.303~\mu\mathrm{s}^{-1}$.

Q: Could I keep all twelve trials by pretending that the survivors switched at the end of their pulses? Then I would have $12/47.78=0.251~\mu\mathrm{s}^{-1}$.

A: That credits the cell with six switches that did not happen. The denominator is right and the numerator is wrong. The likelihood in \eqref{eq:L} has a factor $\Gamma$ for each observed switch and none for a survival.

Q: I am uneasy about adding times from different trials. Ten cells waiting 1~$\mu$s each are treated like one cell waiting 10~$\mu$s.

A: With a constant rate they carry the same risk. Surviving ten separate microseconds has probability $(e^{-\Gamma\cdot1\,\mu\mathrm{s}})^{10}$, which equals $e^{-\Gamma\cdot10\,\mu\mathrm{s}}$. The model gives the cell no memory of its earlier waiting. If the rate changes during a pulse, this equivalence is lost, and so is the simple meaning of the result.

Two limits may help. If the pulses are so long that every cell switches, then $k=N$ and $\hat\Gamma$ is the reciprocal of the mean switching time. If the pulses all have length $T$ and are so short that few cells switch, then $W\approx NT$ and $\hat\Gamma\approx(k/N)/T$, the switched fraction per unit time.

Q: Choosing the rate that makes the record most probable is still only one criterion. Is there a reason for $k/W$ that does not depend on maximizing anything?

A: There is a balance between the averages. For one pulse of length $T$, the waiting time can be written as an integral that runs for as long as the cell is waiting:
\begin{equation}
t=\int_0^{T} I(u)\,du,
\end{equation}
where $I(u)=1$ if the cell is unswitched at time $u$ and zero otherwise. The average of $I(u)$ is $S(u)$. Writing $E$ for the average over repeated experiments,
\begin{equation}
E[t]=\int_0^T e^{-\Gamma u}\,du=\frac{1-e^{-\Gamma T}}{\Gamma}.
\end{equation}
The numerator is the probability of switching during the pulse, which is $E[\delta]$. Hence $E[\delta]=\Gamma E[t]$ for every pulse length. Summing over trials,
\begin{equation}
E[k]=\Gamma E[W].
\label{eq:balance}
\end{equation}
If the same set of pulse lengths is repeated many times, $k/N$ and $W/N$ approach their averages, and $k/W$ approaches $\Gamma$. This property is called consistency. It does not say that the average of $k/W$ equals $\Gamma$ in a small experiment, because the average of a ratio is in general not the ratio of averages.

Q: What was the true rate behind my twelve trials?

A: They are simulated data, so it is known. The simulated cell is a magnetic tunnel junction whose zero-voltage barrier is 60 times the thermal energy at 300~K. For a uniformly magnetized, axially symmetric layer, I take the barrier under voltage to be proportional to $(1-V/V_c)^2$. With a critical voltage $V_c=0.50$~V, a pulse of $V=0.31$~V and an attempt rate of $1000~\mu\mathrm{s}^{-1}$,
\begin{align}
\frac{\Delta E}{k_{\mathrm B}\mathcal T}
&=60\left(1-\frac{0.31}{0.50}\right)^2=60(0.38)^2=8.664,\\
\Gamma&=1000\,e^{-8.664}~\mu\mathrm{s}^{-1}=0.1727~\mu\mathrm{s}^{-1}.
\end{align}
Here $k_{\mathrm B}$ is Boltzmann's constant and $\mathcal T$ the temperature. The mean switching time without a pulse end would be $1/\Gamma=5.79~\mu$s, comparable with the pulse lengths. This barrier model was used to choose the rate for the simulation. The estimator $k/W$ makes no use of it.

Q: Then $0.126$ is 27 per cent below the true value. That hardly recommends the method.

A: Six switches cannot fix a rate closely. We can work out how much scatter to expect. Define for one trial
\begin{equation}
m=\delta-\Gamma t,
\end{equation}
the observed number of switches minus the number expected for the waiting time actually spent. We have just shown that $E[m]=0$. Its variance is therefore
\begin{equation}
E[m^2]=E[\delta]-2\Gamma E[\delta t]+\Gamma^2E[t^2],
\end{equation}
where $\delta^2=\delta$ because $\delta$ is zero or one.

Q: The last two averages look unpleasant.

A: Both reduce to the same integral,
\begin{equation}
J=\int_0^T u\,e^{-\Gamma u}\,du .
\end{equation}
The product $\delta t$ is nonzero for switched trials alone, so the density of switching times gives $E[\delta t]=\int_0^T u\,\Gamma e^{-\Gamma u}du=\Gamma J$. For the square, write $t^2=\int_0^t2u\,du=\int_0^T2u\,I(u)\,du$, whose average is $E[t^2]=2J$. Therefore
\begin{equation}
E[m^2]=E[\delta]-2\Gamma^2J+2\Gamma^2J=E[\delta].
\end{equation}
Independent trials have additive variances. For the sum $M=\sum_i m_i=k-\Gamma W$ this gives
\begin{equation}
E[M]=0,\qquad \operatorname{Var}M=E[k].
\end{equation}

Q: How does that become an error in the rate?

A: The deviation of the estimate is
\begin{equation}
\hat\Gamma-\Gamma=\frac{k-\Gamma W}{W}=\frac{M}{W}.
\label{eq:dev}
\end{equation}
In a large experiment $W$ differs little, relatively, from its average, so to leading order we may replace it by $E[W]=E[k]/\Gamma$. The standard deviation is then
\begin{equation}
\sigma_{\hat\Gamma}\approx\frac{\sqrt{E[k]}}{E[k]/\Gamma}
=\frac{\Gamma}{\sqrt{E[k]}},
\qquad E[k]=\sum_{i=1}^{N}\left(1-e^{-\Gamma T_i}\right).
\label{eq:sigma}
\end{equation}
After the experiment, $\Gamma$ and $E[k]$ are replaced by $\hat\Gamma$ and $k$, which gives the standard error $\hat\Gamma/\sqrt{k}$. The same width follows from the curvature \eqref{eq:curv} at the maximum: a Gaussian of standard deviation $\sigma$ has a log-curvature $-1/\sigma^2$, and $1/\sigma^2=k/\hat\Gamma^2$.

For your record the standard error is $0.1256/\sqrt6=0.051~\mu\mathrm{s}^{-1}$. The true rate lies $0.047~\mu\mathrm{s}^{-1}$ above the estimate, which is within one standard error. With so few switches, this error is itself a rough measure.

Q: Have you checked the scatter formula where it ought to work?

A: Yes, with 480 trials, half of each pulse length, repeated 10\,000 times in simulation at the true rate. The relative scatter of $k/W$ was 5.83 per cent, and \eqref{eq:sigma} gives 5.78 per cent.

Q: So the number of switches matters, and not the number of pulses.

A: To this order, yes. A relative error of 10 per cent needs about 100 switches. Since $E[k]=\Gamma E[W]$, one can also say that precision is bought with total waiting time. Within the constant-rate model, it makes no difference at this order whether that time is divided into many short pulses or fewer long ones.

\section{Precision, alternatives and failures}

Q: Before I raise further objections, which results may I take as settled?

A: There are $N$ independent trials with pulse lengths $T_i$ fixed beforehand and a common constant rate $\Gamma$. Trial $i$ waits for a time $t_i$ in the initial state, and $\delta_i$ is one if it switches and zero if it does not. With $k=\sum\delta_i$ and $W=\sum t_i$, the likelihood is $\Gamma^ke^{-\Gamma W}$, and for $k\ge1$ its maximum is at $\hat\Gamma=k/W$. The survival probability is $S(t)=e^{-\Gamma t}$. The quantity $M=k-\Gamma W$ has zero mean, and $\hat\Gamma-\Gamma=M/W$. The standard error is about $\hat\Gamma/\sqrt{k}$. For a single trial, $E[\delta t]=\Gamma J$ and $E[t^2]=2J$, with $J=\int_0^Tu\,e^{-\Gamma u}du$.

Q: You warned that the average of a ratio need not be the ratio of averages. Is $k/W$ wrong on average, then?

A: In a small experiment it is somewhat too high on average. Write $w=E[W]$ and expand the reciprocal about it:
\begin{equation}
\frac1W=\frac{1}{w+(W-w)}\approx\frac1w-\frac{W-w}{w^2}.
\end{equation}
Multiplying by $M$ and averaging, with $E[M]=0$, gives
\begin{equation}
E[\hat\Gamma]-\Gamma\approx-\frac{E[MW]}{w^2}.
\end{equation}
Different trials are independent and each $m_i=\delta_i-\Gamma t_i$ has zero mean, so the cross terms vanish. What remains is
\begin{equation}
E[MW]=\sum_iE[m_it_i]
=\sum_i\left(E[\delta_it_i]-\Gamma E[t_i^2]\right)
=\sum_i(\Gamma J_i-2\Gamma J_i)=-\Gamma\sum_iJ_i .
\end{equation}
The two minus signs combine to a positive bias. A record with an unusually short total waiting time tends to have more switches than that time warrants, and division by the short time magnifies the excess.

For a constant escape rate, the maximum-likelihood estimate is $k/W$, the number of switches divided by the total waiting time, with a standard error of about $\hat\Gamma/\sqrt{k}$ and a positive bias in small experiments. It remains to find the size of that bias, to compare other ways of using the data, and to treat records without switches and cases where the assumptions fail.
